\section*{Weakly bound Dirac states in one dimension by the Birman-Schwinger principle}

\section*{Setting}

A particle of mass $m>0$ moves on a line. With $\hbar=c=1$ its Hamiltonian is
\begin{equation}
H=H_0+\lambda v(x)M,\qquad H_0=-i\sigma_1\frac{d}{dx}+m\sigma_3,\qquad \lambda>0 .
\label{H}
\end{equation}
A vector potential has $M=1$: it shifts the energy. A scalar potential has $M=\sigma_3$: it shifts the mass. We write $M=\mathrm{diag}(1,\varepsilon)$, with $\varepsilon=+1$ for vector and $\varepsilon=-1$ for scalar coupling. The real profile $v$ is bounded, with $\int(1+x^4)|v|\,dx<\infty$, and
\[
I=\int v\,dx\neq0,\qquad J=\iint v(x)|x-y|v(y)\,dx\,dy .
\]
Here $v$ is an energy, $\lambda$ and $I$ are dimensionless, and $J$ is a length. The task is to find all levels in the gap $(-m,m)$ when $\lambda$ is small.

\section*{(a) The free resolvent}

\emph{Find the kernel of $G=(H_0-E)^{-1}$ for $|E|<m$, and show that the potential leaves the essential spectrum unchanged.}

\textbf{Solution.} Let $p=-i\,d/dx$ and $\kappa=\sqrt{m^2-E^2}>0$. Since $\sigma_1$ and $\sigma_3$ anticommute, $H_0^2=p^2+m^2$. Hence $(H_0-E)(H_0+E)=p^2+\kappa^2$ and
\[
G=(H_0+E)(p^2+\kappa^2)^{-1}.
\]
The kernel of $(p^2+\kappa^2)^{-1}$ is $e^{-\kappa|x-y|}/(2\kappa)$: it solves $-f''+\kappa^2f=0$ away from $x=y$, and its slope jumps by $-1$ there. Acting with $-i\sigma_1d/dx$ brings down $-\kappa\,\mathrm{sgn}(x-y)$, so
\begin{equation}
G(x,y)=\left[\frac{m\sigma_3+E}{2\kappa}+\frac i2\sigma_1\,\mathrm{sgn}(x-y)\right]e^{-\kappa|x-y|}.
\label{G}
\end{equation}

The potential is bounded and symmetric, so $H$ is self-adjoint on the domain $H^1$ of $H_0$. The operator $v(H_0-i)^{-1}$ has a kernel $v(x)g(x-y)$. Here $v$ is square integrable, being bounded and integrable, and so is $g$, whose Fourier transform falls as $1/|p|$. The operator is therefore Hilbert-Schmidt, hence compact, and by Weyl's theorem the essential spectrum remains $|E|\ge m$. Any spectrum in the gap consists of isolated eigenvalues.

\section*{(b) The Birman-Schwinger principle}

\emph{Turn the eigenvalue problem in the gap into a condition on an integral operator that lives where $v\ne0$.}

\textbf{Solution.} Put $A=|v|^{1/2}$ and $B=\mathrm{sgn}(v)|v|^{1/2}$, so that $v=AB$, and define
\begin{equation}
K(E)=A\,G(E)\,M\,B .
\label{K}
\end{equation}
Suppose $H\psi=E\psi$ with $\psi\ne0$. Then $(H_0-E)\psi=-\lambda MBA\psi$. With $\varphi=A\psi$ this gives
\[
\psi=-\lambda GMB\varphi,\qquad\text{and, after multiplying by }A,\qquad (1+\lambda K)\varphi=0 .
\]
Moreover $\varphi\neq0$, since otherwise $(H_0-E)\psi=0$, which has no nonzero solution in the gap.

Conversely, let $(1+\lambda K)\varphi=0$ with $\varphi\ne0$, and define $\psi=-\lambda GMB\varphi$. It lies in $H^1$ because $B$ is bounded. Then $A\psi=-\lambda K\varphi=\varphi$, so $\psi\neq0$ and $(H_0-E)\psi=-\lambda MBA\psi=-\lambda vM\psi$. The two maps are inverse to each other, so multiplicities agree. Nothing here required $\lambda$ to be small.

\section*{(c) Isolating the threshold singularity}

\emph{For $0\le E<m$, separate the part of $K$ that diverges as $E\to m$, and reduce the problem to one equation for $\kappa$.}

\textbf{Solution.} Let $P_\pm$ project on the upper and lower components and let $e_+=(1,0)^T$. Using $m-E=\kappa^2/(E+m)$,
\[
\frac{m\sigma_3+E}{2\kappa}=\frac{E+m}{2\kappa}P_+-\frac{\kappa}{2(E+m)}P_- .
\]
Only the first term diverges. With $d=|x-y|$ we write $G=\frac{E+m}{2\kappa}P_++R$, where
\begin{equation}
R=-\frac{E+m}{2}\,\frac{1-e^{-\kappa d}}{\kappa}P_+-\frac{\kappa e^{-\kappa d}}{2(E+m)}P_-+\frac i2\sigma_1\mathrm{sgn}(x-y)e^{-\kappa d}.
\label{R}
\end{equation}
Since $(1-e^{-\kappa d})/\kappa=\int_0^d e^{-\kappa s}ds\le d$ and $\kappa\le m\le E+m\le2m$, the matrix norm of $R$ is at most $md+1$. The operator $L=ARMB$ is then Hilbert-Schmidt, with a norm bounded uniformly in $0\le E<m$. The $\kappa$-derivative of the integral is at most $d^2/2$ in size, so $dL/d\kappa$ is also bounded near threshold; this is where the fourth moment of $v$ is used.

Because $Me_+=e_+$ for both couplings,
\[
K=\frac{E+m}{2\kappa}|u\rangle\langle w|+L,\qquad u=Ae_+,\quad w=Be_+ .
\]
Let $\lambda\|L\|<1$, so that $1+\lambda L$ is invertible. The condition $(1+\lambda K)\varphi=0$ becomes
\[
\varphi=-\lambda\frac{E+m}{2\kappa}\langle w,\varphi\rangle(1+\lambda L)^{-1}u .
\]
If $\langle w,\varphi\rangle$ vanished, so would $\varphi$. Taking the product with $w$ and dividing by $\langle w,\varphi\rangle$ therefore gives
\begin{equation}
\kappa=F(\kappa),\qquad F(\kappa)=-\lambda\,\frac{E+m}{2}\,\langle w,(1+\lambda L)^{-1}u\rangle .
\label{F}
\end{equation}
Each solution gives one eigenvector. The function $F$ is real: conjugation with $\mathrm{diag}(1,i)$ turns $i\sigma_1$ into a real matrix and leaves $u$, $w$ and $M$ unchanged.

\section*{(d) How many levels in the upper half of the gap?}

\emph{Decide this for small $\lambda$ and each sign of $I$.}

\textbf{Solution.} Since $\|u\|^2=\|w\|^2=\int|v|dx$, Eq.~\eqref{F} gives $|F|<C\lambda$ with a fixed constant $C$. Every solution thus has $\kappa<C\lambda$ and lies close to $E=m$. In that range $dE/d\kappa=-\kappa/E=O(\lambda)$, and $L$ enters $F$ with a factor $\lambda^2$, so $F'=O(\lambda^2)$. Hence $\kappa-F(\kappa)$ increases strictly for small $\lambda$.

At the threshold, $\langle w,u\rangle=\int BA\,dx=I$ gives $F(0)=-m\lambda I+O(\lambda^2)$. If $I<0$, then $\kappa-F$ is negative at $\kappa=0$ and positive at $C\lambda$: there is one level. If $I>0$, it is already positive at $\kappa=0$ and grows: there is none. Both statements hold for vector and scalar coupling.

\section*{(e) The energy of the upper level}

\emph{For $I<0$, find the leading binding energy and its first correction. When is the leading term reliable?}

\textbf{Solution.} Expand the inverse in Eq.~\eqref{F}:
\[
\langle w,(1+\lambda L)^{-1}u\rangle=I-\lambda\langle w,Lu\rangle+O(\lambda^2).
\]
The vectors $u$ and $w$ select the upper diagonal element of $R$, which is $-md$ at threshold. Therefore
\[
\langle w,Lu\rangle=\iint v(x)R_{++}(x,y)v(y)\,dx\,dy=-mJ+O(\kappa).
\]
Since $(E+m)/2=m+O(\kappa^2)$ and $\kappa=O(\lambda)$,
\begin{equation}
\kappa=-m\lambda I-m^2\lambda^2J+O(\lambda^3).
\label{kappa}
\end{equation}
Squaring gives $\kappa^2=m^2\lambda^2I^2+2m^3\lambda^3IJ+O(\lambda^4)$. With $E=\sqrt{m^2-\kappa^2}=m-\kappa^2/(2m)+O(\kappa^4)$,
\begin{equation}
E=m-\frac{m\lambda^2I^2}{2}-m^2\lambda^3IJ+O(\lambda^4).
\label{E}
\end{equation}
The leading binding energy is $m(\int\lambda v\,dx)^2/2$. It depends on the area alone because the state extends over a length $1/\kappa\approx1/(m\lambda|I|)$, much larger than the well, and cannot resolve its shape.

The correction relative to the leading term has size $2m\lambda|J|/|I|$. A small area $\lambda|I|$ is therefore not enough: $m\lambda|J|/|I|$ must be small too, and a very wide well of one sign and fixed area violates this. If $v$ changes sign, $J$ can be small or zero by cancellation while higher orders are still large, so these two conditions do not guarantee accuracy. A sufficient condition follows from Eq.~\eqref{F}: the matrix element there differs from $I$ by at most $\lambda\|L\|\int|v|\,dx/(1-\lambda\|L\|)$, so the leading term is reliable when $\lambda|I|\ll1$ and $\lambda\|L\|\int|v|\,dx\ll|I|$. To the order of Eq.~\eqref{E} the coupling type does not matter. Outside a well of finite range, the second row of the Dirac equation gives $\psi_2=-i\psi_1'/(E+m)$, so $|\psi_2/\psi_1|=\kappa/(E+m)\approx\lambda|I|/2$: the motion is nearly nonrelativistic.

\section*{(f) The lower half of the gap}

\emph{Use $\sigma_2$ to complete the count.}

\textbf{Solution.} The matrix $\sigma_2$ anticommutes with $\sigma_1$ and $\sigma_3$, so $\sigma_2H_0\sigma_2=-H_0$. For the two couplings,
\begin{align*}
\text{scalar:}\quad&\sigma_2(H_0+\lambda v\sigma_3)\sigma_2=-(H_0+\lambda v\sigma_3),\\
\text{vector:}\quad&\sigma_2(H_0+\lambda v)\sigma_2=-(H_0-\lambda v).
\end{align*}
The scalar spectrum is symmetric about zero at any strength. The vector levels in the lower half are the negatives of the upper-half levels of the reversed potential $-v$. Together with part (d), for small $\lambda$:
\begin{itemize}
\item a vector well, $I<0$, has one level, just below $+m$;
\item a vector barrier, $I>0$, has one level, just above $-m$;
\item a scalar well, $I<0$, has two levels $\pm E$, with $E$ from Eq.~\eqref{E};
\item a scalar barrier, $I>0$, has none.
\end{itemize}
The barrier's level lies at $-m+m\lambda^2I^2/2$ to leading order. In the hole picture, a vector potential that repels the particle attracts the antiparticle, while a scalar well lowers the mass of both.

\section*{(g) Where the two couplings first differ}

\emph{For the same $v$ with $I<0$, find the leading difference between the upper scalar and vector levels.}

\textbf{Solution.} The first-order element $\langle w,Lu\rangle$ contains $R_{++}$ alone and is the same function of $\kappa$ for both couplings. At second order $M$ stands between two factors of $R$:
\[
[R(x,y)MR(y,z)]_{++}=R_{++}R_{++}+\varepsilon R_{+-}R_{-+} .
\]
At threshold $R_{+-}=R_{-+}=\frac i2\mathrm{sgn}$. The part of $\langle w,L^2u\rangle$ that depends on the coupling is then
\[
T=-\frac\varepsilon4\int dy\,v(y)\left[\int v(x)\,\mathrm{sgn}(x-y)dx\right]\left[\int\mathrm{sgn}(y-z)v(z)dz\right].
\]
Let $Q(y)=\int_{-\infty}^yv\,dx$. The first bracket is $(I-Q)-Q=I-2Q$ and the second is $Q-(I-Q)=2Q-I$. Since $v=Q'$ and $Q$ runs from $0$ to $I$,
\begin{equation}
T=\frac\varepsilon4\int Q'(2Q-I)^2dy=\frac\varepsilon4\left[\frac{(2Q-I)^3}{6}\right]_{Q=0}^{Q=I}=\frac{\varepsilon I^3}{12}.
\label{T}
\end{equation}
The shape of $v$ has dropped out. This term enters $F$ as $-\lambda m\cdot\lambda^2T$. The common part of $F$ has slope $O(\lambda^2)$, so it changes the difference of the two solutions at higher order only. Subtracting $\varepsilon=-1$ from $\varepsilon=+1$,
\[
\kappa_{\rm v}-\kappa_{\rm s}=-\frac{m\lambda^3I^3}{6}+O(\lambda^4)=\frac{m\lambda^3|I|^3}{6}+O(\lambda^4).
\]
From $E_{\rm s}^2-E_{\rm v}^2=\kappa_{\rm v}^2-\kappa_{\rm s}^2$, with $E_{\rm s}+E_{\rm v}\approx2m$ and $\kappa_{\rm v}+\kappa_{\rm s}\approx2m\lambda|I|$,
\begin{equation}
E_{\rm s}-E_{\rm v}=\frac{2m\lambda|I|}{2m}\cdot\frac{m\lambda^3|I|^3}{6}+O(\lambda^5)=\frac{m\lambda^4I^4}{6}+O(\lambda^5).
\label{split}
\end{equation}
The vector well binds more strongly. The difference comes from the sign with which the potential acts on the small lower component.

\section*{(h) The short-range limit}

\emph{Shrink a well with $v\le0$ to zero width at fixed area $g=\lambda|I|$, with $0<g<\pi$. Find the levels without assuming $g\ll1$.}

\textbf{Solution.} Multiplying $(H-E)\psi=0$ by $i\sigma_1$ gives $\psi'=i\sigma_1(E-m\sigma_3-\lambda vM)\psi$. Across a vanishing width only the potential contributes, so $\psi(0^+)=e^{ig\sigma_1M}\psi(0^-)$. Up to factors, the decaying solutions outside are $(1,-ir)^T$ on the left and $(1,ir)^T$ on the right, with $r=\kappa/(E+m)=\sqrt{(m-E)/(m+E)}>0$.

For the vector well, $e^{ig\sigma_1}=\cos g+i\sigma_1\sin g$. It maps the left spinor to $(\cos g+r\sin g,\;i\sin g-ir\cos g)^T$. Matching the ratio of components to $ir$ gives
\[
\tan g-r=r(1+r\tan g)\quad\Rightarrow\quad\tan g=\frac{2r}{1-r^2}.
\]
The positive root is $r=\tan(g/2)$, and $E=m(1-r^2)/(1+r^2)$ gives $E_{\rm v}=m\cos g$.

For the scalar well, $i\sigma_1\sigma_3=\sigma_2$ and $e^{g\sigma_2}=\cosh g+\sigma_2\sinh g$. The left spinor becomes $(\cosh g-r\sinh g,\;i\sinh g-ir\cosh g)^T$, and matching gives
\[
\tanh g-r=r(1-r\tanh g)\quad\Rightarrow\quad\tanh g=\frac{2r}{1+r^2}.
\]
Both roots, $r=\tanh(g/2)$ and its inverse, are positive. They give the pair $E_{\rm s}=\pm m/\cosh g$.

For small $g$ the upper levels are $m(1-g^2/2+g^4/24)$ and $m(1-g^2/2+5g^4/24)$. The $g^2$ terms agree with Eq.~\eqref{E}, where $J\to0$, and the difference $mg^4/6$ agrees with Eq.~\eqref{split}.

\section*{(i) A numerical case}

\emph{Set $m=1$, with lengths in $1/m$. Let $v=-1$ on $(0,1)$, $+0.5$ on $(1,1.5)$, $-0.5$ on $(1.5,2)$, and $v=0$ elsewhere. How good are the formulas?}

\textbf{Solution.} The area is $I=-1+0.25-0.25=-1$, so $\lambda=\lambda|I|$ is the magnitude of the net area of the potential. In $J$, a step of height $v_i$ and width $w_i$ contributes $v_i^2w_i^3/3$ by itself; two steps contribute $2v_iv_jw_iw_j$ times the distance of their centres:
\[
J=\left(\tfrac13+\tfrac1{48}\right)+(-0.375+0.625-0.0625)=0.5417 .
\]

For $\lambda=0.1$ the leading binding energy is $0.1^2/2=0.00500$. The correction is $-0.1^3\times0.5417=-0.00054$, which leaves $0.00446$. Matching solutions of the Dirac equation from step to step, without the operator $K$, gives $0.00453$ for the vector well and $0.00452$ for the scalar one. Relative to the matched vector value, the leading formula is 10\% too high and the two-term formula 1.5\% too low. For a particle with the electron's mass, the matched bindings are $2.314$ and $2.307$ keV, against $2.555$ keV from the leading term. This is only a conversion of units for the one-dimensional model: the length unit is then $0.386$ pm, so the profile is $0.77$ pm wide and $51$ keV deep, and it does not stand for a real atom or solid.

At $\lambda=0.01$ the leading formula is 1\% too high. When $\lambda$ doubles from $0.01$ to $0.02$, the two-term error grows by factors of $15.75$ (vector) and $15.81$ (scalar), close to the $16$ of a fourth-order remainder. The level counts at $\lambda=0.1$ are those of part (f), for both signs of the area.

The splitting at $\lambda=0.1$ is $0.00452768-0.00451510=1.26\times10^{-5}$, about three quarters of $\lambda^4/6=1.67\times10^{-5}$. The ratio to Eq.~\eqref{split} rises to $0.970$ at $\lambda=0.01$ and $0.985$ at $0.005$. Removing the part linear in $\lambda$ gives $2(0.98477)-0.96991=0.9996$. A plain square well of the same area and total width gives $0.9995$, which supports the independence of shape.

At $\lambda=0.5$ the vector level lies at $E=0.9147$, while the leading formula gives $0.8750$, a binding energy 47\% too large. The condition that $1+\lambda K$ has a kernel, with $K$ discretized on a grid, still gives $0.9147$. It is the truncation at leading order that fails there, not the principle. The largest sampled norm of the discretized $L$ is $1.14$, so the sufficient condition $\lambda\|L\|<1$ is expected to hold, and with it the reduction to Eq.~\eqref{F}, at least up to about $\lambda=1/1.14=0.88$; the reduction needs only that $1+\lambda L$ be invertible and may remain valid beyond. This is a numerical estimate, and it concerns the reduction, not the uniqueness of the solution. The values behind these comparisons are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
profile steps (v in m, width in 1/m): [(-1.0, 1.0), (0.5, 0.5), (-0.5, 0.5)]
area I = -1.0000; distance integral J = 0.541667 (1/m)
free resolvent check, largest error = 6.1e-16
levels in the gap at |lambda| = 0.1 (energies in m):
  vector, I<0: 1 level(s) +0.99547232
  vector, I>0: 1 level(s) -0.99547232
  scalar, I<0: 2 level(s) +0.99548490 -0.99548490
  scalar, I>0: 0 level(s) 
scalar levels at lambda = 3 (m): +0.211114 -0.211114
binding m-E in m: lambda, vector, scalar, leading, two-term
  0.20 0.01664192 0.01648293 0.02000000 0.01566667
  0.10 0.00452768 0.00451510 0.00500000 0.00445833
  0.05 0.00118695 0.00118605 0.00125000 0.00118229
  0.02 0.00019579 0.00019577 0.00020000 0.00019567
  0.01 0.00004947 0.00004946 0.00005000 0.00004946
vector: two-term error grows by 15.75 when lambda doubles (16 = 4th order)
scalar: two-term error grows by 15.81 when lambda doubles (16 = 4th order)
kappa at lambda = 0.01 (m): matched 0.009946359, two-term 0.009945833
splitting/(m lambda^4 I^4/6), three-step: 0.96991 at 0.01, 0.98477 at 0.005, limit 0.99962
splitting/(m lambda^4 I^4/6), square: 0.96237 at 0.01, 0.98093 at 0.005, limit 0.99949
Birman-Schwinger test at lambda = 0.5 (energies in m):
  vector: matched E 0.914719, operator E 0.914715
    kappa 0.40409, right side of reduced equation 0.40410
  scalar: matched E 0.918325, operator E 0.918321
    kappa 0.39583, right side of reduced equation 0.39584
  leading formula there: E = 0.875000
kappa*norm(K) at kappa = 0.001: 1.4991 m; integral of |v| = 1.5000
norm(L) at kappa = 0.001: 1.1380, at 0.01: 1.1316
largest sampled norm(L), 0<=E<m: 1.1380; its inverse: 0.8787
electron rest energy = 510.999 keV
binding at lambda = 0.1: vector 2.3136 keV, scalar 2.3072 keV, leading formula 2.5550 keV
\end{verbatim}
